\section*{Negative self-repulsion and Hartree–Fock collapse in robust pair-atomic density fitting, part 2}

Robust pair-atomic density fitting can put a Hartree--Fock energy far below the exact-integral one. Atomic units ($E_h$, bohr) are used. The $n$ real normalised orbitals $\mu,\nu,\dots$ have overlap matrix $\mathsf S$ with smallest eigenvalue $s_{\min}$. Write $(f|g)$ for the Coulomb interaction of two charge distributions and $\|f\|^2=(f|f)$. The exact $G_{\mu\nu,\lambda\sigma}=(\mu\nu|\lambda\sigma)$ is positive semidefinite (PSD).

With $n_{\rm aux}$ auxiliaries $P$, $V_{PQ}=(P|Q)$ and $B_{P,\mu\nu}=(P|\mu\nu)$, the fit $\widetilde{\mu\nu}=\sum_P C_{P,\mu\nu}P$ minimises $\|\Delta_{\mu\nu}\|$, $\Delta_{\mu\nu}=\mu\nu-\widetilde{\mu\nu}$, using only auxiliaries on the product's own atoms (its domain). Global fitting uses all: $C_0=V^{-1}B$, $D=C-C_0$. The robust matrix is $G^{\rm rob}=B^TC+C^TB-C^TVC$. For $f=\mu\nu$, $g=\lambda\sigma$,
\begin{align}
G^{\rm rob}&=[(f|g)-(f|\Delta_g)]+[(f|g)-(\Delta_f|g)]\nonumber\\
&\quad-[(f|g)-(f|\Delta_g)-(\Delta_f|g)+(\Delta_f|\Delta_g)]\nonumber\\
&=(f|g)-(\Delta_f|\Delta_g).
\label{eq:second}
\end{align}
With $\rho[x]=\sum x_{\mu\nu}\,\mu\nu$ and $\Delta[x]=\sum x_{\mu\nu}\Delta_{\mu\nu}$,
\begin{equation}
x^TG^{\rm rob}x=\|\rho[x]\|^2-\|\Delta[x]\|^2 .
\label{eq:diff}
\end{equation}
Also
\begin{equation}
G^{\rm rob}=G^{\rm DF}-D^TVD,\qquad G^{\rm DF}=C_0^TVC_0=B^TV^{-1}B .
\label{eq:dvd}
\end{equation}
$G^{\rm rob}$ has $n_\pm$ positive and negative eigenvalues, the lowest being $\lambda_{\min}$; vectors with $Bx=0$ give it an upper (null-space) bound. An orbital $\phi=\sum c_\mu\mu$ has $d_{\mu\nu}=c_\mu c_\nu$ and, for $\lambda_{\min}<0$,
\begin{equation}
J^{\rm rob}=(\phi\phi|\phi\phi)^{\rm rob}=d^TG^{\rm rob}d\ \ge\ \lambda_{\min}/s_{\min}^2 .
\label{eq:bound}
\end{equation}
A unit-charge Gaussian of exponent $m$ has at distance $d$ the potential
\begin{equation}
F(m,d)=2\sqrt{\frac m\pi}\int_0^1e^{-md^2\tau^2}d\tau=\frac{{\rm erf}(\sqrt m\,d)}{d},\qquad F(m,0)=2\sqrt{\frac m\pi}.
\label{eq:F}
\end{equation}

The model has s orbitals $a,b$ of exponent $\alpha$ on atoms $A,B$ a distance $R$ apart, with overlap $S=e^{-\alpha R^2/2}$, and one unit-charge s auxiliary $\chi$ of exponent $\beta$ per atom. Define $\mu=2\alpha\beta/(2\alpha+\beta)$, $v_0,v_1,v_m=(\chi_A|aa),(\chi_A|bb),(\chi_A|ab)$, $w_0,w_1=(\chi_A|\chi_A),(\chi_A|\chi_B)$, $W=2(w_0+w_1)$ and $\delta=v_0/w_0-(v_0+v_1)/(w_0+w_1)$. The gerade block of $G^{\rm rob}$ is spanned by $aa+bb$ and $ab+ba$. The orbital $\sigma_u=(a-b)/\sqrt{2(1-S)}$ has density fit $t(\chi_A+\chi_B)$, and $u=(\chi_A+\chi_B|\sigma_u^2)$. For $R=1.4$ bohr, $\alpha=0.05$, $\beta=1$ bohr$^{-2}$, $w_0=0.797885$ and $w_1=0.598919\,E_h$, it has $J^{\rm rob}=-0.5933\,E_h$; the exact value is $0.2054\,E_h$. How does this grow as the orbital becomes more diffuse, and is it special to one auxiliary per atom?

\noindent\textit{A.} Keep any fixed auxiliary set on the two atoms, with charges $q_P=\int P\,d^3r$, and let $\alpha$ become small compared with $1/R^2$ and with the smallest auxiliary exponent. Expanding \eqref{eq:F}, the potential of a unit Gaussian of exponent $2\alpha$ is $F(2\alpha,r)=v\,(1-\frac23\alpha r^2+\dots)$ with $v=\sqrt{8\alpha/\pi}$. Over the region of the auxiliaries it is nearly constant, and $S=1+O(\alpha)$, so $(P|aa)$, $(P|bb)$ and $(P|ab)$ all equal $v\,[q_P+O(\alpha)]$. The three fits differ only by their domains. With $V_A$, $q_A$ the blocks of atom $A$ and $2(1-S)=\alpha R^2[1+O(\alpha)]$, the fit of $\sigma_u^2$ has the coefficient vector
\begin{equation}
Cd=\frac{v}{\alpha R^2}\,[\,y+O(\alpha)\,],\qquad y=\big(V_A^{-1}q_A\big)\oplus\big(V_B^{-1}q_B\big)-2V^{-1}q .
\end{equation}
In $Bd$ the constant terms cancel ($1+1-2=0$), leaving $O(v\alpha)/(\alpha R^2)=O(\alpha^{1/2})$. The cross term $2(Cd)^TBd$ is therefore $O(\alpha^{-1/2}\alpha^{1/2})=O(1)$, and the subtracted term dominates:
\begin{equation}
J^{\rm rob}=-\frac{v^2\,y^TVy}{\alpha^2R^4}+O(1)=-\frac\kappa\alpha\,[1+O(\alpha)],\qquad \kappa=\frac{8}{\pi}\,\frac{y^TVy}{R^4}.
\label{eq:kappa}
\end{equation}
To see when $y\ne0$, note that $\Gamma=q^TV^{-1}q=\max_z(2q^Tz-z^TVz)$, a capacitance of the auxiliary set. A maximum over the joint set is at least that over either atom's set, so $q^Ty=\Gamma_A+\Gamma_B-2\Gamma_{AB}\le0$, with equality only if the neighbour's functions add nothing to either one-centre fit of a constant potential. The fitted charge, $v\,q^Ty/(\alpha R^2)$ at leading order, is then negative and grows as $\alpha^{-1/2}$. In the model both components of $y$ equal $1/w_0-2/(w_0+w_1)=-(w_0-w_1)/[w_0(w_0+w_1)]$, so $y^TVy=2(w_0-w_1)^2/[w_0^2(w_0+w_1)]=0.08904$ bohr and $\kappa=(8/\pi)(0.08904)/1.4^4=0.0590\,E_h\,{\rm bohr}^{-2}$.

For two hydrogen atoms with cc-pVDZ-JKFIT (46 functions), $y^TVy=0.5446$ bohr and $\kappa=0.3610\,E_h\,{\rm bohr}^{-2}$. The larger set has the larger $\kappa$, by a factor of six, so a larger set whose exponents all remain tighter than $2\alpha$ is not necessarily safer. The computed $-\alpha J^{\rm rob}$ at $\alpha=3\times10^{-4}$ and $10^{-4}$ is $0.3554$ and $0.3591$, which is 1.5\% and 0.5\% below $\kappa$; for both auxiliary sets the program tests that this deviation shrinks linearly in $\alpha$. If instead the set contains a function of exponent $2\alpha$ on each atom, the one-centre fits of $aa$ and $bb$ are exact, the assumed ordering of exponents fails, and \eqref{eq:kappa} does not apply.

\section{The SCF energy}

\noindent\textit{Q.} How does this enter the Hartree--Fock energy? Coulomb and exchange use the same integrals.

\noindent\textit{A.} They use them with opposite signs. For a closed shell with real occupied orbitals $i,j$,
\begin{equation}
E=2\sum_ih_{ii}+2\Big\|\sum_i ii\Big\|^2-\sum_{ij}\|ij\|^2+V_{nn},
\end{equation}
with $h$ the one-electron Hamiltonian and $V_{nn}$ the nuclear repulsion. By \eqref{eq:diff}, at fixed orbitals robust fitting shifts the Coulomb term by $-2\|\sum_i\Delta_{ii}\|^2\le0$ and the exchange term by $+\sum_{ij}\|\Delta_{ij}\|^2\ge0$. If only exchange is fitted, the functional lies above the exact one for every set of orbitals, its minimum cannot fall below $E_{\rm HF}$, and orbitals with large residuals are penalised. If only the Coulomb term is fitted, they are rewarded. With both fitted the net sign is not fixed for more than one orbital. For the five lowest core-Hamiltonian orbitals of water the shifts are $-7.0\times10^{-5}$ and $+1.8\times10^{-4}\,E_h$, a net rise, despite the many negative eigenvalues.

For two electrons in one orbital the two terms combine into
\begin{equation}
E[\phi]=2h_{\phi\phi}+(\phi\phi|\phi\phi)+V_{nn},
\label{eq:E2}
\end{equation}
and the shift with both fitted is $-2\|\Delta\|^2+\|\Delta\|^2=-\|\Delta\|^2$. Any PSD integral matrix gives $E\ge E_0=2\varepsilon_{\rm core}+V_{nn}$, with $\varepsilon_{\rm core}$ the lowest eigenvalue of $h$ in the basis. An energy below $E_0$, the energy of non-interacting electrons, requires $J^{\rm rob}<0$ and hence a negative eigenvalue. For the diffuse $\sigma_u$ trial orbital the nuclear attraction is negative, so $h_{\phi\phi}$ is at most the kinetic energy. That is $\alpha$ times a function of $\alpha R^2$ with a finite limit, because the normalised $a-b$ tends to a $p_z$ Gaussian. The minimum of \eqref{eq:E2} therefore lies at or below $V_{nn}-\kappa/\alpha+O(1)$ and passes below $E_{\rm HF}$ and $E_0$ for small enough $\alpha$.

\noindent\textit{Q.} Does a real calculation show it?

\noindent\textit{A.} Take H$_2$ at $R=1.4$ bohr, restricted Hartree--Fock, cc-pVDZ plus one s function of exponent $\alpha$ per atom, and cc-pVDZ-JKFIT. The exponents are round values, the largest being roughly the size of the diffuse s exponent of an augmented double-zeta hydrogen basis. In a diatomic only the one-centre products are fitted locally. Each functional was minimised directly from several starts, among them random vectors, the exact orbital and the diffuse $\sigma_u$ trial, so each lowest energy found is an upper bound to the global minimum. In all rows $E_0=-1.8452\,E_h$ and $E_{\rm HF}$ lies between $-1.12871$ and $-1.12878\,E_h$. The global-fit minimum lies about $10^{-6}\,E_h$ below $E_{\rm HF}$ and the exchange-only minimum $1.0$ to $1.2\times10^{-6}\,E_h$ above it, with the signs derived above and tested. The fully robust pair-atomic results, with $\alpha$ in bohr$^{-2}$ and energies in $E_h$, are these.

\begin{center}
\begin{tabular}{lcccc}
$\alpha$ & $s_{\min}$ & $\lambda_{\min}$ & $J^{\rm rob}$ & lowest $E$\\
none & $4.38\times10^{-2}$ & $-4.5\times10^{-4}$ & $+0.659$ & $-1.1287$\\
0.03 & $1.56\times10^{-2}$ & $-4.8\times10^{-3}$ & $-4.17$ & $-3.836$\\
0.01 & $9.18\times10^{-3}$ & $-5.2\times10^{-3}$ & $-22.6$ & $-22.21$\\
0.003 & $2.93\times10^{-3}$ & $-2.4\times10^{-3}$ & $-103.2$ & $-102.7$\\
0.001 & $9.79\times10^{-4}$ & $-1.0\times10^{-3}$ & $-342.8$ & $-342.2$
\end{tabular}
\end{center}

Without the diffuse function there is a negative eigenvalue, yet the lowest state found is the physical one. The bound \eqref{eq:bound} there allows $J^{\rm rob}$ no lower than $-4.489\times10^{-4}/(4.375\times10^{-2})^2=-0.23\,E_h$. At $\alpha=0.03$ the lowest state is already below $E_0$ and $73.7$ eV below $E_{\rm HF}$. Its orbital has zero overlap with the true one to four decimals, which is consistent with ungerade symmetry, and with exact integrals its energy is $+0.47842\,E_h$. Replacing its true repulsion by the robust one accounts for the whole drop: $0.47842-0.14254-4.17237=-3.83649\,E_h$. The program asserts $E<E_0$ with $J^{\rm rob}<0$ for $\alpha=0.001$, and the absence of collapse with no diffuse function. The depths belong to these basis sets. At $\alpha=0.03$ the lowest energy found is $-4.51\,E_h$ with cc-pVTZ-JKFIT, $-2.08\,E_h$ with aug-cc-pVDZ-JKFIT and $-12.95\,E_h$ with def2-universal-JKFIT. The row also does not stand for the full aug-cc-pVDZ orbital basis, which adds a diffuse p shell as well and reaches about $-2.9\times10^{3}\,E_h$ with cc-pVDZ-JKFIT.

From $\alpha=0.01$ to $0.001$, $|\lambda_{\min}|$ falls by a factor of five while the collapse deepens fifteenfold. This is compatible with \eqref{eq:bound}, because $s_{\min}^{-2}$ rises by a factor of 88; the floor moves from $-61$ to $-1044\,E_h$, about three times the values reached. The products $-\alpha J^{\rm rob}$ are $0.125$, $0.226$, $0.310$ and $0.343$, rising towards $\kappa=0.361$. Extrapolating the linear deviation found above to $\alpha=0.001$ gives about 5\%, or $-342\,E_h$ for the pure trial orbital, close to the optimised $-342.8\,E_h$.

\noindent\textit{Q.} Then every SCF in such a basis should fall into the hole. Does it?

\noindent\textit{A.} Not in this example: the physical solution survives as a local minimum. Work in an orthonormal basis, let $x$ be the unit orbital vector and $\eta$ a unit vector orthogonal to it, and rotate, $x(\theta)=x+\theta\eta-\frac12\theta^2x+\dots$. Define $J_{pq}=(pq|xx)$, $K_{pq}=(px|qx)$ and $\varepsilon=x^T(h+J)x$. The first-order term of \eqref{eq:E2} is $4\theta\,\eta^T(h+J)x$, which vanishes when $(h+J)x=\varepsilon x$. At second order the one-electron part gives $2(\eta^Th\eta-x^Thx)$. The integral gives $2(\eta\eta|xx)+4(\eta x|\eta x)$ from the six ways of placing two $\eta$'s in four slots, and $-2(xx|xx)$ from the four factors $-\frac12x$. Doubling the coefficient of $\theta^2$,
\begin{equation}
\frac{d^2E}{d\theta^2}=4\left[\eta^T(h+J+2K)\eta-\varepsilon\right].
\end{equation}
The derivation uses only the permutational symmetry of the integrals, which $G^{\rm rob}$ keeps, and the formula is tested against finite differences. It covers real restricted rotations. The smallest curvature at the physical robust solution lies between $1.93$ and $2.27\,E_h/{\rm rad}^2$ in all rows, and the energy there is within about $10^{-6}\,E_h$ of $E_{\rm HF}$. Since $Kx=Jx$, the same $x$ is an eigenvector of the Fock matrix $h+2J-K$. Its eigenvalue is $-0.59\,E_h$ in all rows, and the next one falls from $0.197\,E_h$ with no diffuse function to $0.000\,E_h$ at $\alpha=0.001$, so the aufbau rule keeps the physical orbital occupied.

The survival follows from the order in $\theta$ at which the large residual enters. Along $\cos\theta\,\phi_g+\sin\theta\,\phi_u$ from the physical to the collapsed orbital,
\begin{equation}
\Delta=\cos^2\theta\,\Delta_{gg}+2\sin\theta\cos\theta\,\Delta_{gu}+\sin^2\theta\,\Delta_{uu},
\end{equation}
so $\|\Delta_{uu}\|^2$, the term of size $\kappa/\alpha$, appears first at order $\theta^4$. At order $\theta^2$ the residual $\Delta_{uu}$ enters only through $2(\Delta_{gg}|\Delta_{uu})$, as it does in the virtual Fock eigenvalue. At $\alpha=0.001$, $\|\Delta_{uu}\|^2=0.029+342.76$, so $\|\Delta_{uu}\|=18.5$, while the energy shift of roughly $10^{-6}\,E_h$ implies $\|\Delta_{gg}\|\approx10^{-3}$, both in $E_h^{1/2}$. The Cauchy--Schwarz inequality limits the term to roughly $0.04\,E_h$, small against a gap of $0.59\,E_h$. The term $4\|\Delta_{gu}\|^2$ also enters $\|\Delta\|^2$ at order $\theta^2$ and lowers the curvature. It is not estimated here; the computed curvature of $2.18\,E_h/{\rm rad}^2$, which includes it, shows that it does not remove the minimum.

The basin is narrow, though. Keeping the two leading terms, $E-E_{\rm phys}\approx\frac12k\theta^2-\|\Delta_{uu}\|^2\theta^4$ has its maximum at $\theta^2=k/(4\|\Delta_{uu}\|^2)$ with height $k^2/(16\|\Delta_{uu}\|^2)$. Taking for $k$ the smallest curvature, $2.18$, gives $\theta\approx0.04$ rad and a barrier near $10^{-3}\,E_h$ at $\alpha=0.001$. This is an estimate along one path, which the program does not test. It indicates that a starting guess or an optimisation step with a few per cent amplitude in the diffuse ungerade direction can put a minimiser on the downhill side. A second route, through the linear coupling of $\Delta_{uu}$ to the summed residual of many occupied orbitals pulling a virtual level below the occupied ones in a larger molecule, is a conjecture that these calculations do not examine.

\section{Remedies}

\noindent\textit{Q.} What should my colleague change?

\noindent\textit{A.} Each ingredient of the mechanism can be removed. Fitting the Coulomb term globally sets $D=0$ in \eqref{eq:dvd} for that term, and pair-atomic fitting of exchange alone can only raise the energy; in H$_2$ global fitting of both terms, and pair-atomic exchange with the exact Coulomb term, each stayed within about $2\times10^{-6}\,E_h$ of the Hartree--Fock energy from the same starting points that led the fully robust functional to collapse. Dropping the robust correction and using $C^TVC$ restores a PSD matrix, since it is a Gram matrix of the fits, but its error $-(f|\Delta_g)-(\Delta_f|g)+(\Delta_f|\Delta_g)$, read from the third bracket of \eqref{eq:second}, is first order in the residuals between different domains. For water the Frobenius norm of the deviation from the exact $G$ is $0.248\,E_h$ for this form against $0.168\,E_h$ for the robust one. Discarding overlap eigenvectors with small eigenvalues reduces the depth of the floor \eqref{eq:bound} as the inverse square of the threshold, at the price of changing the orbital space. The threshold must exceed $s_{\min}$ to have any effect, and in the collapsing rows of the table $s_{\min}$ is between $10^{-3}$ and $1.6\times10^{-2}$; a smaller threshold discards nothing there. Auxiliaries diffuse enough to represent the one-centre products reduce $D$, and in the model remove it at $\beta=2\alpha$. In H$_2$ at $\alpha=0.03$, adding one s auxiliary of exponent $0.06$ per atom left no collapsed state among the starts tried. A standard augmented set is not enough: aug-cc-pVDZ-JKFIT still gave $-2.08\,E_h$ there, below $E_0$, and $-110\,E_h$ with aug-cc-pVDZ orbitals, for which the added s function did not remove the collapse either. As a diagnostic, evaluate the exact self-repulsion $\|\sum_i ii\|^2$ (half the Coulomb term of the energy) of the converged orbitals once. By \eqref{eq:diff} its excess over the robust value is the squared residual $\|\sum_i\Delta_{ii}\|^2$, which in H$_2$ was about $10^{-6}\,E_h$ for the physical state and $4.3\,E_h$ or more for the collapsed ones.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MODEL R=1.4 bohr, alpha=0.05, beta=1.0 bohr^-2
mu=0.090909 bohr^-2  S=0.952181  1-S=0.047819
v0=0.340219 v1=0.321048 vm=0.319204 Eh
w0=0.797885 w1=0.598919 W=2.793607 Eh
delta=-0.047013 trace=0.601749 Eh det=-0.000901 Eh^2
gerade eig -0.001493, 0.603243; ungerade -0.019826 Eh
exact G eig (Eh): 0.000000 0.000069 0.008005 0.954071
sigma_u: t=-0.320452, fitted charge 2t=-0.640904, u=0.478050 Eh
J exact=0.205365 J globalDF=0.081805 (Delta|Delta)=0.798623 Eh
J robust=-0.593258 Eh = -16.143 eV
sign change of J robust at alpha=0.10687 bohr^-2
model: yVy=0.08904 bohr, kappa=0.059020 Eh/bohr^2
  -alpha*J at alpha=3e-4,1e-4: 0.058816, 0.058952 Eh/bohr^2
JKFIT: yVy=0.54457 bohr, kappa=0.360981 Eh/bohr^2
  -alpha*J at alpha=3e-4,1e-4: 0.355411, 0.359114 Eh/bohr^2
WATER rOH=0.96 A, angle=104.5 deg, cc-pVDZ/cc-pvdz-jkfit
n=24 pairs=300 naux=116 n+=115 n-=84 (|eig|>1e-9)
lowest eig -1.3644e-02 -1.3113e-02 -1.0141e-02; top 24.837 Eh
null-space bound -3.4868e-03 Eh; exact xGx=6.7724e-03 Eh
Frobenius error robust 1.6787e-01, non-robust 2.4757e-01 Eh
core orbitals: energy shift Coulomb -7.0229e-05, exchange +1.7951e-04 Eh
H2 RHF R=1.4 bohr, cc-pVDZ + s(alpha), naux=46; energies in Eh
alpha=None n=10 s_min=4.375e-02 lam_min=-4.489e-04 E0=-1.84520
  E HF=-1.128709 DF=-1.128710 robustK=-1.128708
  physical robust E=-1.128710 curvature=2.2676 Eh/rad^2
  its eps_occ=-0.5922 lowest other=0.1972
  lowest robust E=-1.12871 (-0.000 eV vs HF) overlap=1.0000
  there J_rob=0.65869 J_exact=0.65869 E_exact=-1.12871
alpha=0.03 n=12 s_min=1.562e-02 lam_min=-4.846e-03 E0=-1.84521
  E HF=-1.128784 DF=-1.128785 robustK=-1.128782
  physical robust E=-1.128785 curvature=1.9263 Eh/rad^2
  its eps_occ=-0.5926 lowest other=0.0636
  lowest robust E=-3.83649 (-73.680 eV vs HF) overlap=0.0000
  there J_rob=-4.17237 J_exact=0.14254 E_exact=0.47842
alpha=0.01 n=12 s_min=9.183e-03 lam_min=-5.168e-03 E0=-1.84520
  E HF=-1.128739 DF=-1.128740 robustK=-1.128738
  physical robust E=-1.128740 curvature=1.9511 Eh/rad^2
  its eps_occ=-0.5923 lowest other=0.0225
  lowest robust E=-22.20970 (-573.642 eV vs HF) overlap=0.0000
  there J_rob=-22.58283 J_exact=0.09059 E_exact=0.46372
alpha=0.003 n=12 s_min=2.925e-03 lam_min=-2.352e-03 E0=-1.84520
  E HF=-1.128716 DF=-1.128717 robustK=-1.128715
  physical robust E=-1.128717 curvature=2.0705 Eh/rad^2
  its eps_occ=-0.5922 lowest other=0.0060
  lowest robust E=-102.68989 (-2763.620 eV vs HF) overlap=0.0000
  there J_rob=-103.18812 J_exact=0.05042 E_exact=0.54865
alpha=0.001 n=12 s_min=9.793e-04 lam_min=-1.001e-03 E0=-1.84520
  E HF=-1.128711 DF=-1.128712 robustK=-1.128710
  physical robust E=-1.128712 curvature=2.1797 Eh/rad^2
  its eps_occ=-0.5922 lowest other=0.0000
  lowest robust E=-342.17480 (-9280.337 eV vs HF) overlap=0.0000
  there J_rob=-342.75955 J_exact=0.02914 E_exact=0.61388
\end{verbatim}
